# The first-order error of an LDA pseudopotential in a PBE calculation, part 1

(Sections cited here and not found follow in the second part.)

Remove one $3p$ electron from a spherical, spin-unpolarized, non-relativistic silicon atom. With all electrons included, this costs $0.287877$ Ha in the local-density approximation (LDA) and $0.284841$ Ha with the PBE generalized-gradient approximation (GGA), so the gradient correction is $-3.04$ mHa. A norm-conserving pseudopotential generated in LDA reproduces the LDA number to $-0.17$ mHa, giving $0.287711$ Ha. If that pseudopotential is kept and only the functional of the valence calculation is switched to PBE, the result is $0.287572$ Ha, a gradient correction of $-0.14$ mHa, about 5% of the all-electron one. For the ionization of sodium the all-electron correction is $0.188897-0.189772=-0.88$ mHa and the fixed LDA pseudopotential gives $+2.52$ mHa, with the wrong sign. In these two cases the mismatch between the pseudopotential and the functional shifts the correction by $2.90$ and $3.40$ mHa, comparable to or larger than the all-electron correction itself, and the valence calculation alone does not separate the two contributions. The mismatch has a closed first-order form that needs only LDA densities.

## Definitions and the statement

Hartree atomic units are used. The atom is spherical, with shells $i=(n,l)$ holding fixed occupations $f_i$. Each shell has a real radial function $u_i(r)$ with $\int u_i^2\,dr=1$ and a density per electron $\rho_i=u_i^2/4\pi r^2$, so that $n=\sum_i f_i\rho_i$. Functional $A$ is LDA (Slater exchange with PW92 correlation) and functional $B$ is PBE. Their difference and the family that joins them are

$$D[n]=E_{xc}^B[n]-E_{xc}^A[n],\qquad E_{xc}^\lambda=E_{xc}^A+\lambda D,\qquad \Delta v[n]=\frac{\delta D}{\delta n}.$$

The all-electron (AE) density is $n=n_c+n_v$, core plus valence. The pseudopotential is generated in a reference configuration, labelled $0$. For each valence $l$ a nodeless $\tilde u_l$ equals $u_l$ outside a radius $r_c$, has the same norm inside, and solves the radial equation at the AE eigenvalue in a screened potential $V_l^{\rm scr}$. Unscreening removes the valence interaction of the reference pseudo density $\tilde n^0$:

$$V_l^{{\rm ion},A}=V_l^{{\rm scr},A}-V_H[\tilde n^{0}]-v_{xc}^A[\tilde n^{0}].\tag{1}$$

Three calculations enter. "AE" is the all-electron atom with $E_{xc}^\lambda$. "Mix" is the pseudo-atom with the fixed $V_l^{{\rm ion},A}$ and $E_{xc}^\lambda$. "Con" is the pseudo-atom with a potential generated and used in PBE.

A pseudo total energy lacks the core and has no AE counterpart, so the error is defined on differences $\Delta_X F=F(X)-F(0)$ between a configuration $X$ and the reference. At $\lambda=0$ the pseudopotential already has a transferability error $\tau_A=\Delta_XE_{\rm mix}(0)-\Delta_XE_{\rm AE}(0)$, which has nothing to do with the change of functional and is subtracted:

$${\rm Err}(\lambda)=\Delta_XE_{\rm mix}(\lambda)-\Delta_XE_{\rm AE}(\lambda)-\tau_A,\qquad {\rm Err}(0)=0.\tag{2}$$

The result is ${\rm Err}(\lambda)=\lambda\delta_1+O(\lambda^2)$ with

$$\delta_1=\Delta_X\{D[\tilde n]-D[n]\},\tag{3}$$

where $\tilde n$ and $n$ are the self-consistent LDA densities of each configuration. The difference in core–valence exchange-correlation between the functionals is one of three terms in (3). The other two are of the same formal order.

## First derivation: the energy along the coupling constant

Both the AE atom and the pseudo-atom have an energy of the form

$$E(\lambda)=\sum_i f_i\langle u_i|\,t_l+V_l\,|u_i\rangle+E_H[n]+E_{xc}^A[n]+\lambda D[n],\tag{4}$$

where $t_l=-\tfrac12\,d^2/dr^2+l(l+1)/2r^2$ and $V_l$ is $-Z/r$ for the AE atom and $V_l^{{\rm ion},A}$ for the mixed pseudo-atom. In neither case does $V_l$ depend on $\lambda$.

Let the orbitals change by $\delta u_i$ at fixed $\lambda$ and $f_i$. The one-body operator is symmetric, so the first term changes by $\sum_i 2f_i\langle\delta u_i|t_l+V_l|u_i\rangle$. The density changes by $\delta n=\sum_i 2f_iu_i\,\delta u_i/4\pi r^2$, and with $d^3r=4\pi r^2dr$ the density terms change by $\int(V_H+v_{xc}^\lambda)\,\delta n\,d^3r=\sum_i2f_i\langle\delta u_i|V_H+v_{xc}^\lambda|u_i\rangle$. The sum contains the Kohn–Sham operator $h_l=t_l+V_l+V_H+v_{xc}^\lambda$. At self-consistency $h_lu_i=\varepsilon_iu_i$, so

$$\delta E=\sum_i2f_i\,\varepsilon_i\langle\delta u_i|u_i\rangle=\sum_if_i\,\varepsilon_i\,\delta\langle u_i|u_i\rangle=0,\tag{5}$$

because the self-consistent orbitals stay normalized as any parameter changes. The total derivative with respect to $\lambda$ is the explicit one plus the orbital variation (5), which vanishes:

$$\frac{dE_{\rm AE}}{d\lambda}=D[n_\lambda],\qquad\frac{dE_{\rm mix}}{d\lambda}=D[\tilde n_\lambda].\tag{6}$$

The sum in (5) runs over core shells too, so the change of the core with the functional does not appear in the AE derivative. Equation (6) holds in each configuration. Differentiating (2), in which $\tau_A$ is constant, gives ${\rm Err}'(\lambda)=\Delta_X\{D[\tilde n_\lambda]-D[n_\lambda]\}$, and integrating from ${\rm Err}(0)=0$ gives the exact expression

$${\rm Err}(1)=\int_0^1\Delta_X\{D[\tilde n_\lambda]-D[n_\lambda]\}\,d\lambda.\tag{7}$$

The integrand at $\lambda=0$ is (3).

The higher orders have no fixed sign in ${\rm Err}$. If the self-consistent state minimizes (4) over orthonormal orbitals, as the lowest solution does when the occupations within each $l$ do not increase with energy, then inserting the $\lambda=0$ orbitals into the $\lambda=1$ functional gives $E(1)\le E(0)+D[n_{\lambda=0}]$. Each of the four energies in (2) therefore has a non-positive remainder, but two enter with each sign.

### The three parts of $\delta_1$

Let $n_c^0$ be the LDA core density of the reference configuration, and $n_c$, $n_v$ the relaxed core and valence densities of the configuration at hand. Define

$$C=D[n_c^0+n_v]-D[n_c^0]-D[n_v],\qquad P=D[n_v]-D[\tilde n],\qquad R=D[n_c+n_v]-D[n_c^0+n_v].$$

In the sum, $D[n_v]$ cancels between $C$ and $P$, and $D[n_c^0+n_v]$ cancels between $C$ and $R$, leaving $C+P+R=D[n]-D[\tilde n]-D[n_c^0]$. The last term is the same in $X$ and in $0$ and drops out of $\Delta_X$:

$$\delta_1=-\Delta_X(C+P+R).\tag{8}$$

With $E_{xc}^{cv}=E_{xc}[n_c^0+n_v]-E_{xc}[n_c^0]-E_{xc}[n_v]$ for either functional, $C=E_{xc}^{cv,B}-E_{xc}^{cv,A}$ is the difference in core–valence exchange-correlation. The minus sign in (8) arises because the AE energy acquires $+\Delta_XC$ on going to PBE while the mixed calculation keeps the LDA core–valence interaction stored in (1). For a semilocal functional, $D=\int d(n,\sigma)\,d^3r$ with $\sigma=|\nabla n|^2$ and $d(0,0)=0$, so $C$ vanishes when core and valence do not overlap: at each point one density is zero and the integrands cancel. It also vanishes if $D$ is linear in the density. It measures the nonlinearity of the gradient correction where the two densities overlap.

$P$ is the price of pseudization. In the reference configuration $\tilde n=n_v$ outside $r_c$, so its integrand lives inside $r_c$, where the AE valence density has radial structure that the smooth $\tilde n$ lacks. Since the pseudopotential is unscreened with $\tilde n$ and never meets $n_v$ alone, the combination

$$C+P=D[n_c^0+n_v]-D[n_c^0]-D[\tilde n]$$

is the core–valence difference in the sense that unscreening defines, and $D[n_v]$ does not appear in it.

$R$ is zero in the reference configuration. In $X$ it equals $\int\Delta v[n]\,(n_c-n_c^0)\,d^3r$ to leading order in the core change. The core responds linearly to the change of occupations $\delta f$, so $\lambda R$ is of order $\lambda\,\delta f$, like $\lambda\Delta_XC$. The stationarity (5) makes the frozen-core error second order in the full energy functional, but $D$ alone is not stationary with respect to the core density, so $R$ cannot be dropped by an order argument.

## Second derivation: eigenvalues, linear response and the unscreened potential

### Response of a level to the functional

This route works with the Kohn–Sham equations. Let a spherical local potential $\delta v$ be added to $h_l$ at fixed occupations. First-order perturbation theory within one $l$ channel, where the radial levels are non-degenerate, gives $\delta\varepsilon_i=\int\rho_i\,\delta v\,d^3r$ and $\delta u_i=\sum_{j\ne i}u_j\langle u_j|\delta v|u_i\rangle/(\varepsilon_i-\varepsilon_j)$, the sum covering all states $j$ with the same $l$. With $g_{ij}=u_iu_j/4\pi r^2$ the matrix element is $\int g_{ij}\,\delta v\,d^3r$, and $\delta n=\sum_i2f_iu_i\delta u_i/4\pi r^2$ becomes $\delta n=\chi_0\,\delta v$ with

$$\chi_0(r,r')=\sum_i\sum_{j\neq i}\frac{2f_i\,g_{ij}(r)\,g_{ij}(r')}{\varepsilon_i-\varepsilon_j},$$

which is symmetric in $r$ and $r'$. A density change alters the screening potential by $K\delta n$, where $K=\delta^2(E_H+E_{xc}^A)/\delta n\,\delta n$ is symmetric because it is a second derivative. Products below are operator products with measure $d^3r$, and $(a,b)=\int ab\,d^3r$.

Switch on $\lambda$ at fixed $f_i$. The total potential changes at the rate $\Delta v+K\,\partial_\lambda n$, so $\partial_\lambda n=\chi_0(\Delta v+K\partial_\lambda n)$. If $1-\chi_0K$ is invertible,

$$\partial_\lambda n=\chi\,\Delta v,\qquad\chi=(1-\chi_0K)^{-1}\chi_0.$$

The operator $\chi$ is symmetric. Its transpose is $\chi_0(1-K\chi_0)^{-1}$, and the identity $\chi_0(1-K\chi_0)=(1-\chi_0K)\chi_0$, multiplied by $(1-\chi_0K)^{-1}$ on the left and $(1-K\chi_0)^{-1}$ on the right, shows the two to be equal. The level moves at the rate $(\rho_i,\Delta v+K\chi\Delta v)$, and the symmetry of $K$ and $\chi$ moves the operators onto $\rho_i$:

$$\frac{d\varepsilon_i}{d\lambda}=\big((1+\chi K)\rho_i,\;\Delta v\big).\tag{9}$$

Now change $f_i$ at $\lambda=0$. The density changes directly by $\rho_i$ and indirectly through the screening, $\partial n/\partial f_i=\rho_i+\chi_0K\,\partial n/\partial f_i$, so $\partial n/\partial f_i=(1-\chi_0K)^{-1}\rho_i$. For $M=\chi_0K$, multiplying $1=(1-M)+M$ on the left by $(1-M)^{-1}$ gives $(1-M)^{-1}=1+(1-M)^{-1}M=1+\chi K$. The function in (9) is therefore $\partial n/\partial f_i$, and the chain rule gives

$$\frac{d\varepsilon_i}{d\lambda}=\int\Delta v[n]\,\frac{\partial n}{\partial f_i}\,d^3r=\frac{\partial D[n]}{\partial f_i}.\tag{10}$$

The fixed external operator $V_l$ entered only through the states, so (10) holds for the AE atom and for the mixed pseudo-atom, and

$$\frac{d}{d\lambda}\big(\varepsilon_i^{\rm mix}-\varepsilon_i^{\rm AE}\big)=\frac{\partial}{\partial f_i}\{D[\tilde n]-D[n]\}.\tag{11}$$

In the AE case $\chi_0$ includes the core shells, so $\partial n/\partial f_i$ contains the core response. Its contribution $(\Delta v,\partial n_c/\partial f_i)$ is, at the reference, $\partial R/\partial f_i$.

### From levels to energies

Differentiating (4) with respect to $f_i$ gives the explicit terms $\langle u_i|t_l+V_l|u_i\rangle+(V_H+v_{xc},\rho_i)=\varepsilon_i$ and an orbital variation that vanishes by (5). This is Janak's theorem, $\partial E/\partial f_i=\varepsilon_i$. Join the reference to $X$ by a path $f_i(s)$, $0\le s\le1$, of fractional valence occupations, so that $\Delta_XE=\int_0^1\sum_i\varepsilon_i\,(df_i/ds)\,ds$. Subtract the AE from the mixed expression, differentiate at $\lambda=0$, and use (11) at every point of the path:

$${\rm Err}'(0)=\int_0^1\sum_i\frac{\partial\{D[\tilde n]-D[n]\}}{\partial f_i}\,\frac{df_i}{ds}\,ds=\Delta_X\{D[\tilde n]-D[n]\}.$$

The integrand is a total derivative in $s$, and the result is (3).

An empty valence shell as end point, as in Na$^+$, needs a check because the kernel $K$ of the pseudo-atom grows as $\tilde n^{-2/3}$ when $f\to0$. In that limit the orbital tends to a fixed function and the reduced gradient $|\nabla\tilde n|/\tilde n^{4/3}$ grows as $f^{-1/3}$. The PBE exchange enhancement then saturates at a constant, so the exchange part of $D$ becomes a constant times the LDA exchange, proportional to $f^{4/3}$. The PBE correlation correction tends to minus the LDA correlation, whose energy per electron at low density goes as $\tilde n^{1/3}$, again $f^{4/3}$ in total. Hence $\partial D[\tilde n]/\partial f\propto f^{1/3}\to0$ in the limit $f\to0$, and the integral converges. The two limiting energies per electron, $-0.594\,\tilde n^{1/3}$ from exchange and $+0.699\,\tilde n^{1/3}$ from correlation, nearly cancel and leave $+0.105\,\tilde n^{1/3}$. The PW92 energy reaches its low-density form slowly, with a relative correction of about $-3.3\,r_s^{-1/2}$, of order $f^{1/6}$, and the cancellation magnifies this correction in the sum. The limiting coefficient is positive while $D[\tilde n]$ of Na at $f=1$ is negative, so the power law is an asymptotic statement for extremely small $f$ and does not describe the slope at ordinary fractional occupations. Convergence needs only that the slope stay bounded.

Two derivations, one from the total energy and one from the Kohn–Sham levels, have given the same first-order error (3). It remains to locate the level shift in the ionic potential, compare what the derivations assume, and evaluate the error for sodium and silicon, with and without a nonlinear core correction.
